# Beat node of two metal–oxygen distances in EXAFS: test program

```python
"""Beat node of two equally populated metal-oxygen sub-shells in EXAFS.

Result under test: equal amplitudes and phase shifts give an envelope
proportional to |cos(k D)|, with its first zero at k = pi/(2 D).
k: photoelectron wavenumber (1/angstrom); D: distance splitting (angstrom).
R1, R2: sub-shell distances; variance: mean-square spread of each sub-shell.
The visibility is the envelope divided by the sum of sub-shell amplitudes.
Reference values come from integrals over distance and Fourier filtering.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar
from scipy.stats import gamma, norm

D = 0.15
R1 = 2.05
R2 = R1 + D
variance = 0.005
mean_free_path = 8.0
k_node = np.pi / (2 * D)

step = 0.0005
R_grid = np.arange(1.3, 3.0, step)


def gaussian(mean, var):
    return norm.pdf(R_grid, mean, np.sqrt(var))


def wave(k, density):
    """Integral of density times exp(2 i k R) over distance."""
    return np.sum(density * np.exp(2j * k * R_grid)) * step


def visibility(k, first, second, phase_difference=0.0):
    z1 = wave(k, first)
    z2 = wave(k, second) * np.exp(1j * phase_difference)
    return abs(z1 + z2) / (abs(z1) + abs(z2))


def minimum(function, low=9.0, high=12.0):
    found = minimize_scalar(lambda k: function(k)**2, bounds=(low, high),
                            method="bounded", options={"xatol": 1e-9})
    assert low + 0.05 < found.x < high - 0.05
    return found.x


def common_phase(k):
    return 1.5 - 0.8 * k + 0.01 * k**2


# Matched sub-shells: product form, node position and sign reversal
g1, g2 = gaussian(R1, variance), gaussian(R2, variance)
k_values = np.linspace(3, 15, 241)
chi = np.array([np.imag((wave(k, g1) + wave(k, g2))
                        * np.exp(1j * common_phase(k))) for k in k_values])
carrier = np.sin(k_values * (R1 + R2) + common_phase(k_values))
damping = np.exp(-2 * k_values**2 * variance)
assert np.allclose(chi, 2 * damping * np.cos(k_values * D) * carrier,
                   atol=1e-8)
node_integral = minimum(lambda k: visibility(k, g1, g2))
assert abs(node_integral - k_node) < 1e-4
assert np.all((chi * carrier)[k_values < k_node] >= -1e-9)
assert np.all((chi * carrier)[k_values > k_node] <= 1e-9)

# Node recovered from a real signal on a finite range
metal_distance, metal_variance = 3.30, 0.010


def filtered_node(splitting, metal_amplitude=0.0, upper_rate=np.inf):
    dk = 0.005
    k = np.arange(2.0, 17.0, dk)
    phase = common_phase(k)
    signal = np.exp(-2 * k**2 * variance) * (
        np.sin(2 * k * R1 + phase)
        + np.sin(2 * k * (R1 + splitting) + phase))
    signal += (metal_amplitude * np.exp(-2 * k**2 * metal_variance)
               * np.sin(2 * k * metal_distance + phase))
    window = np.sin(np.pi * (k - 2.0) / 15.0)**4
    size = 2**15
    spectrum = np.fft.fft(window * signal, size)
    rate = 2 * np.pi * np.fft.fftfreq(size, dk)
    keep = (rate > 0) & (rate < upper_rate)
    envelope = abs(np.fft.ifft(2 * spectrum * keep))[:len(k)]
    search = (k > 6) & (k < 14)
    return k[search][np.argmin(envelope[search])]


# Tolerance covers leakage caused by the finite window
for splitting in (0.13, 0.15, 0.20):
    assert abs(filtered_node(splitting) - np.pi / (2 * splitting)) < 0.05
node_filtered = filtered_node(D)
# The cut lies midway between oxygen and metal oscillation rates
rate_cut = (R1 + R2) / 2 + metal_distance - 0.8 + 0.02 * k_node
node_with_metal = filtered_node(D, 1.0, rate_cut)
assert abs(node_with_metal - k_node) < 0.15
metal_ratio = np.exp(-2 * k_node**2 * (metal_variance - variance)) / 2

# Distance-dependent amplitudes, with equal and unequal disorder
weight = np.exp(-2 * R_grid / mean_free_path) / R_grid**2
ratio_geometry = (R1 / R2)**2 * np.exp(-2 * D / mean_free_path)
extra_variance = 0.001
ratio_disorder = ratio_geometry * np.exp(-2 * k_node**2 * extra_variance)
residual, raw_minimum = [], []
for ratio, second in ((ratio_geometry, g2),
                      (ratio_disorder,
                       gaussian(R2, variance + extra_variance))):
    a, b = g1 * weight, second * weight
    value = visibility(k_node, a, b)
    # Weight variation inside each sub-shell causes a small difference
    assert abs(value - (1 - ratio) / (1 + ratio)) < 0.003
    residual.append(value)
    raw_minimum.append(minimum(lambda k: abs(wave(k, a) + wave(k, b))))

# Unequal population
share = 0.6
residual_population = visibility(k_node, share * g1, (1 - share) * g2)
assert abs(residual_population - (2 * share - 1)) < 1e-6

# Constant phase difference
phase_difference = 0.10
node_phase = minimum(lambda k: visibility(k, g1, g2, phase_difference))
assert abs(node_phase - (np.pi - phase_difference) / (2 * D)) < 1e-4

# Skewed longer sub-shell: same mean and variance, third cumulant added
third_cumulant = 5e-5
scale = third_cumulant / (2 * variance)
shape = variance / scale**2
skewed = gamma.pdf(R_grid, shape, loc=R2 - shape * scale, scale=scale)
node_skewed = minimum(lambda k: visibility(k, g1, skewed))
node_cumulant = brentq(
    lambda k: 2 * k * D - 4 * k**3 * third_cumulant / 3 - np.pi, 9, 12)
# Higher cumulants are absent from the formula
assert abs(node_skewed - node_cumulant) < 0.02

# Photoelectron energy and error in the energy zero
energy_factor = const.hbar**2 / (2 * const.m_e * const.e) * 1e20
energy_node = energy_factor * k_node**2
energy_error = 5.0
shift_energy = np.sqrt((energy_node + energy_error) / energy_factor) - k_node
assert abs(shift_energy - energy_error
           / (2 * energy_factor * k_node)) < 0.001

# One broadened shell imitates the pair only at low k
broad = gaussian((R1 + R2) / 2, variance + D**2 / 4)
pair_low = abs(wave(5.0, g1) + wave(5.0, g2)) / 2
single_low = abs(wave(5.0, broad))
single_node = abs(wave(k_node, broad))
damping_node = abs(wave(k_node, g1))
assert abs(single_low / pair_low - 1) < 0.05
assert single_node / damping_node > 0.25

print(f"Shorter distance R1: {R1:.2f} angstrom")
print(f"Longer distance R2: {R2:.2f} angstrom")
print(f"Splitting D: {D:.2f} angstrom")
print(f"Variance of each sub-shell: {variance:.4f} angstrom^2")
print(f"Mean free path: {mean_free_path:.1f} angstrom")
print(f"First node, formula: {k_node:.3f} 1/angstrom")
print(f"First node, distance integral: {node_integral:.3f} 1/angstrom")
print(f"First node, filtered signal: {node_filtered:.2f} 1/angstrom")
print(f"Second node, formula: {3 * k_node:.2f} 1/angstrom")
print(f"Photoelectron energy at first node: {energy_node:.1f} eV")
print(f"Common disorder factor at node: {damping_node:.3f} (no unit)")
print(f"Amplitude ratio, geometry: {ratio_geometry:.3f} (no unit)")
print(f"Visibility at node, geometry: {residual[0]:.3f} (no unit)")
print(f"Undivided minimum, geometry: {raw_minimum[0]:.2f} 1/angstrom")
print(f"Extra variance of longer shell: {extra_variance:.4f} angstrom^2")
print(f"Amplitude ratio, plus disorder: {ratio_disorder:.3f} (no unit)")
print(f"Visibility at node, plus disorder: {residual[1]:.3f} (no unit)")
print(f"Undivided minimum, plus disorder: {raw_minimum[1]:.2f} 1/angstrom")
print(f"Population share of shorter shell: {share:.2f} (no unit)")
print(f"Visibility at that share: {residual_population:.3f} (no unit)")
print(f"Phase difference phi2-phi1: {phase_difference:.2f} rad")
print(f"Node with phase difference: {node_phase:.2f} 1/angstrom")
print(f"Third cumulant, longer shell: {third_cumulant:.1e} angstrom^3")
print(f"Node with skewed shell, integral: {node_skewed:.2f} 1/angstrom")
print(f"Node with skewed shell, formula: {node_cumulant:.2f} 1/angstrom")
print(f"Energy zero set too low by: {energy_error:.1f} eV")
print(f"Resulting shift of node label: {shift_energy:+.3f} 1/angstrom")
print(f"Metal shell distance: {metal_distance:.2f} angstrom")
print(f"Metal shell variance: {metal_variance:.4f} angstrom^2")
print(f"Metal wave / oxygen amplitude sum at node: {metal_ratio:.3f}")
print(f"Node after filtering out metal: {node_with_metal:.2f} 1/angstrom")
print(f"Imitating extra variance D^2/4: {D**2 / 4:.5f} angstrom^2")
print(f"Pair envelope per sub-shell at k=5/angstrom: {pair_low:.3f}")
print(f"Broadened single shell at k=5/angstrom: {single_low:.3f}")
print(f"Broadened single shell at node: {single_node:.3f} (no unit)")
for k_max in (10.0, 14.0):
    print(f"Smallest D with node below k={k_max:.0f}/angstrom: "
          f"{np.pi / (2 * k_max):.3f} angstrom")
print("checks complete")
```

Output:

```
Shorter distance R1: 2.05 angstrom
Longer distance R2: 2.20 angstrom
Splitting D: 0.15 angstrom
Variance of each sub-shell: 0.0050 angstrom^2
Mean free path: 8.0 angstrom
First node, formula: 10.472 1/angstrom
First node, distance integral: 10.472 1/angstrom
First node, filtered signal: 10.47 1/angstrom
Second node, formula: 31.42 1/angstrom
Photoelectron energy at first node: 417.8 eV
Common disorder factor at node: 0.334 (no unit)
Amplitude ratio, geometry: 0.836 (no unit)
Visibility at node, geometry: 0.089 (no unit)
Undivided minimum, geometry: 10.52 1/angstrom
Extra variance of longer shell: 0.0010 angstrom^2
Amplitude ratio, plus disorder: 0.672 (no unit)
Visibility at node, plus disorder: 0.197 (no unit)
Undivided minimum, plus disorder: 10.80 1/angstrom
Population share of shorter shell: 0.60 (no unit)
Visibility at that share: 0.200 (no unit)
Phase difference phi2-phi1: 0.10 rad
Node with phase difference: 10.14 1/angstrom
Third cumulant, longer shell: 5.0e-05 angstrom^3
Node with skewed shell, integral: 10.75 1/angstrom
Node with skewed shell, formula: 10.75 1/angstrom
Energy zero set too low by: 5.0 eV
Resulting shift of node label: +0.062 1/angstrom
Metal shell distance: 3.30 angstrom
Metal shell variance: 0.0100 angstrom^2
Metal wave / oxygen amplitude sum at node: 0.167
Node after filtering out metal: 10.48 1/angstrom
Imitating extra variance D^2/4: 0.00562 angstrom^2
Pair envelope per sub-shell at k=5/angstrom: 0.570
Broadened single shell at k=5/angstrom: 0.588
Broadened single shell at node: 0.097 (no unit)
Smallest D with node below k=10/angstrom: 0.157 angstrom
Smallest D with node below k=14/angstrom: 0.112 angstrom
checks complete
```
